\section*{Slater Screening, Ionisation Energies and Optimised Exponents from Lithium to Neon}

\section*{Problem}

Consider the second-row atoms, meaning here the second period, Li to Ne. An atom has nuclear charge $Z$, two $1s$ electrons and $m=Z-2$ electrons in the $n=2$ shell. Slater's rules give each electron an effective charge $Z_{\rm eff}=Z-\sigma$. The screening $\sigma$ of a $1s$ electron is $0.30$, from the other $1s$ electron. An $n=2$ electron is screened by $0.85$ from each $1s$ electron and by $0.35$ from each other $n=2$ electron. The radial function is
\begin{equation}
u(r)=r\,R(r)\propto r^{n}e^{-\zeta r},\qquad \zeta=\frac{Z_{\rm eff}}{n},
\end{equation}
and the total energy is modelled by
\begin{equation}
E=-\mathcal R\sum_i\left(\frac{Z_{{\rm eff},i}}{n_i}\right)^2,\qquad \mathcal R=13.6057\ \text{eV}.
\label{eq:total}
\end{equation}

\begin{enumerate}
\item[(a)] For which one-electron potential is $u$ the lowest state, and what is its energy?
\item[(b)] Find the first ionisation energy $I(m)$ from the difference of total energies.
\item[(c)] Evaluate it for carbon. Why is it not $\mathcal R Z_{\rm eff}^2/4$?
\item[(d)] Set up the Hartree--Fock energy whose minimum defines the Clementi--Raimondi single-zeta exponents, and compare these with Slater's.
\item[(e)] Compare the ionisation energies with a correlated calculation. What do the rules miss?
\end{enumerate}

The nucleus is a fixed point charge and relativity is neglected. Formulas in (a) and (d) use atomic units, in which the energy unit is $2\mathcal R$. Exponents are in inverse bohr.

\section*{Solution}

\subsection*{(a) Meaning of the exponent}

Differentiating $u=r^ne^{-\zeta r}$ twice gives
\begin{equation}
u''=\left[\frac{n(n-1)}{r^2}-\frac{2n\zeta}{r}+\zeta^2\right]u .
\end{equation}
Multiply by $-\tfrac12$, move the first two terms to the left, and use $n\zeta=Z_{\rm eff}$:
\begin{equation}
-\frac12u''+\left[-\frac{Z_{\rm eff}}{r}+\frac{n(n-1)}{2r^2}\right]u=-\frac{\zeta^2}{2}\,u .
\end{equation}
The bracket is the required potential. Since $u$ has no node for $r>0$, it is the lowest state. Its energy $-\zeta^2/2$ equals $-\mathcal R(Z_{\rm eff}/n)^2$, one term of Eq.~\eqref{eq:total}.

For $n=2$ the second term is $1/r^2$. This is the true centrifugal term $l(l+1)/(2r^2)$ of a $2p$ electron, but for $2s$ it is an added repulsion that belongs to the model. Equation~\eqref{eq:total} is thus a sum of model energies, not an expectation value of the many-electron Hamiltonian, and the variational principle does not apply to it.

\subsection*{(b) Ionisation energy}

In the atom, an $n=2$ electron has two inner and $m-1$ equivalent neighbours:
\begin{equation}
Z_a=(m+2)-2(0.85)-0.35(m-1)=0.65(m+1).
\end{equation}
In the ion, $Z$ is unchanged and one neighbour is missing, so
\begin{equation}
Z_i=Z_a+0.35=0.65m+1.
\end{equation}
The $1s$ electrons are not screened by the outer shell, so their terms cancel in $I=E_{\rm ion}-E_{\rm atom}$:
\begin{equation}
I=\frac{\mathcal R}{4}\left[mZ_a^2-(m-1)Z_i^2\right].
\label{eq:diff}
\end{equation}
The two products are
\begin{align}
mZ_a^2&=0.4225m^3+0.845m^2+0.4225m,\\
(m-1)Z_i^2&=(m-1)(0.4225m^2+1.3m+1)\nonumber\\
&=0.4225m^3+0.8775m^2-0.3m-1 .
\end{align}
On subtraction the cubic terms cancel:
\begin{equation}
\boxed{I(m)=\frac{\mathcal R}{4}\left(1+0.7225m-0.0325m^2\right),\qquad 1\le m\le 8.}
\label{eq:I}
\end{equation}

For lithium, $m=1$, no other valence electron remains, and Eq.~\eqref{eq:diff} reduces to $\mathcal R(1.30/2)^2=5.75$ eV. From one atom to the next,
\begin{equation}
I(m+1)-I(m)=\frac{\mathcal R}{4}(0.69-0.065m),
\end{equation}
which is positive for $m=1,\dots,7$. The rules therefore predict a steady rise from Li to Ne.

\subsection*{(c) Carbon}

Here $m=4$, so $Z_{\rm eff}=5.70$ for $1s$, $Z_a=3.25$ and $Z_i=3.60$. The total energies are
\begin{align}
E_{\rm atom}&=-\mathcal R\left[2(5.70)^2+4(1.625)^2\right]=-1027.81\ \text{eV},\\
E_{\rm ion}&=-\mathcal R\left[2(5.70)^2+3(1.80)^2\right]=-1016.35\ \text{eV},
\end{align}
and $I=11.46$ eV. Equation~\eqref{eq:I} gives the same: $(\mathcal R/4)(1+2.89-0.52)=11.46$ eV.

The single term $\mathcal RZ_a^2/4$ is $35.93$ eV. To see the difference, write $m=1+(m-1)$ in Eq.~\eqref{eq:diff}:
\begin{equation}
I=\frac{\mathcal R}{4}Z_a^2-\frac{\mathcal R}{4}(m-1)\left(Z_i^2-Z_a^2\right).
\end{equation}
The second part is the binding gained by the remaining electrons when one screening electron leaves. For carbon it is $(\mathcal R/4)\,3\,(3.60^2-3.25^2)=24.46$ eV. The difference of the two parts is $I$, up to rounding in the last digit.

\subsection*{(d) Optimised exponents}

Take one Slater function each for $1s$, $2s$ and $2p$, with independent exponents, and minimise the Hartree--Fock energy of the ground term. Define the radial integrals
\begin{align}
F^q(ab)&=\iint u_a^2(r_1)\,u_b^2(r_2)\,\frac{r_<^q}{r_>^{q+1}}\,dr_1dr_2,\\
G^q(ab)&=\iint u_au_b(r_1)\,u_au_b(r_2)\,\frac{r_<^q}{r_>^{q+1}}\,dr_1dr_2 .
\end{align}

The angular factors follow from $1/r_{12}=\sum_q (r_<^q/r_>^{q+1})P_q(\hat r_1\cdot\hat r_2)$ and
\begin{equation}
\int\frac{d\Omega}{4\pi}P_q(\hat a\cdot\hat r)P_q(\hat b\cdot\hat r)=\frac{P_q(\hat a\cdot\hat b)}{2q+1}.
\end{equation}
A $p$ orbital along $\hat a$ has angular density $[1+2P_2(\hat a\cdot\hat r)]/4\pi$. Two such densities repel by $F^0+\frac{4}{25}P_2(\hat a\cdot\hat b)F^2$. With $P_2(1)=1$ and $P_2(0)=-\frac12$,
\begin{equation}
J_{xx}=F^0+\tfrac{4}{25}F^2,\qquad J_{xy}=F^0-\tfrac{2}{25}F^2 .
\end{equation}
The exchange density of $p_x$ and $p_y$ is $3\hat x\hat y/4\pi$, where $\hat x,\hat y$ are the components of $\hat r$. In axes $\xi,\eta$ turned by $45^\circ$ it equals $[P_2(\hat\xi\cdot\hat r)-P_2(\hat\eta\cdot\hat r)]/4\pi$, so
\begin{equation}
K_{xy}=\tfrac1{25}\left[1+1-2\left(-\tfrac12\right)\right]F^2=\tfrac{3}{25}F^2 .
\end{equation}
For $s$ with $p$, the exchange density has angular part $\sqrt3\cos\theta/4\pi$, which gives $K_{sp}=3\cdot\frac13\cdot\frac13\,G^1=\frac13G^1$.

A pair of $p$ electrons in different orbitals thus contributes $-\frac{5}{25}F^2$ beyond $F^0$ if the spins are parallel and $-\frac{2}{25}F^2$ if they are opposite. A pair in one orbital contributes $+\frac4{25}F^2$. Fill $p_x,p_y,p_z$ with spin up, then with spin down. This gives the largest spin projection possible for $k$ electrons. The determinants with that projection number three for $k=1,2,4,5$ and one for $k=3,6$, so they span exactly one $P$ or one $S$ term. The determinant energy is therefore the energy of the highest-spin term, which is taken as the ground term. Adding all pairs for $k$ electrons gives $\frac12k(k-1)F^0+c_kF^2$ with
\begin{equation}
25\,c_k=0,\,-5,\,-15,\,-15,\,-20,\,-30\qquad(k=1,\dots,6).
\end{equation}
For $k=4$, for example, the sum is $3(-5)+4+2(-2)=-15$.

Let $h_a$ be the kinetic plus nuclear energy of orbital $a$, with $1s$ and $2s$ made orthonormal. For $1s^22s^22p^k$,
\begin{align}
E={}&2h_{1s}+2h_{2s}+kh_{2p}+F^0(1s1s)+F^0(2s2s)\nonumber\\
&+4F^0(1s2s)-2G^0(1s2s)\nonumber\\
&+k\sum_{a=1s,2s}\left[2F^0(a\,2p)-\tfrac13G^1(a\,2p)\right]\nonumber\\
&+\tfrac12k(k-1)F^0(2p2p)+c_kF^2(2p2p).
\end{align}
Each $p$ electron meets two electrons in each $s$ orbital, one of them with parallel spin; this fixes the factors in the third line. Mixing two filled $s$ orbitals leaves the determinant unchanged, so the way they are orthogonalised does not matter. For $1s^22s^1$ it does matter, and
\begin{equation}
E=2h_{1s}+h_{2s}+F^0(1s1s)+2F^0(1s2s)-G^0(1s2s)
\end{equation}
is minimised over one mixing parameter as well.

Scaling all lengths by $1/\lambda$ changes the energy to $\lambda^2T+\lambda V$, where $T$ and $V$ are the kinetic and potential energies. At the minimum the derivative at $\lambda=1$ vanishes, so $2T+V=0$ and $E=-T$. The numerical check confirms this, and also compares the energies with an independent evaluation using Gaussian integrals.

Numerical minimisation gives:

\begin{center}
\begin{tabular}{lccccc}
 & \multicolumn{2}{c}{Slater} & \multicolumn{3}{c}{Optimised}\\
Atom & $1s$ & $n=2$ & $1s$ & $2s$ & $2p$\\ \hline
Li & 2.70 & 0.650 & 2.691 & 0.640 & --\\
Be & 3.70 & 0.975 & 3.685 & 0.956 & --\\
B & 4.70 & 1.300 & 4.679 & 1.288 & 1.211\\
C & 5.70 & 1.625 & 5.673 & 1.608 & 1.568\\
N & 6.70 & 1.950 & 6.665 & 1.924 & 1.917\\
O & 7.70 & 2.275 & 7.658 & 2.246 & 2.227\\
F & 8.70 & 2.600 & 8.650 & 2.564 & 2.550\\
Ne & 9.70 & 2.925 & 9.642 & 2.879 & 2.879
\end{tabular}
\end{center}

Every Slater exponent in the table is slightly too large. Relative to the optimised values, the largest deviation is $0.6\%$ for $1s$ and $7.4\%$ for $n=2$, the latter for boron $2p$. Measured by relative exponent error, the common $n=2$ exponent is thus poorest for boron, where the optimised $2s$ and $2p$ exponents differ most.

For carbon, the Hartree--Fock energy is $-1023.65$ eV with Slater's exponents and $-1023.76$ eV with the optimised ones. The loss is small because the energy is stationary at the optimum, so an exponent error enters in second order. The Slater sum of part (c), $-1027.81$ eV, lies below both. This breaks no variational bound, since that sum is not an expectation value.

\subsection*{(e) Ionisation energies and missing physics}

The single-zeta values below are differences of Hartree--Fock energies, with exponents optimised separately for atom and ion. The reference is unrestricted coupled cluster with single and double excitations in the cc-pVTZ basis, with the $1s$ shell uncorrelated. It omits higher excitations, core correlation and relativity, and it is not converged in the basis to the digits shown: the larger cc-pVQZ basis raises the values by $0.01$ eV for Be, $0.02$ eV for B and $0.16$ eV for Ne. All energies are in eV.

\begin{center}
\begin{tabular}{lccc}
Atom & Slater & Single-zeta & Reference\\ \hline
Li & 5.75 & 5.33 & 5.34\\
Be & 7.87 & 8.09 & 9.28\\
B & 9.78 & 7.75 & 8.17\\
C & 11.46 & 10.06 & 11.14\\
N & 12.93 & 12.41 & 14.41\\
O & 14.17 & 8.38 & 13.28\\
F & 15.19 & 10.46 & 17.09\\
Ne & 15.99 & 12.57 & 21.25
\end{tabular}
\end{center}

The root-mean-square deviation of Slater's values from the reference is $2.2$ eV, and the largest is $5.3$ eV, for neon ($5.4$ eV with the cc-pVQZ reference). The rules give the general rise but miss two drops.

From Be to B, the electron removed changes from $2s$ to $2p$. In an unrestricted Hartree--Fock calculation on boron, the spin-up orbital energies are $-14.82$ eV for $2s$ and $-8.65$ eV for $2p$ in the cc-pVTZ basis; cc-pVQZ lowers them by $0.01$ and $0.02$ eV. The $2p$ electron is clearly less bound, whereas Slater's rules give both the same effective charge. The single-zeta model, whose energy expression treats $2s$ and $2p$ as different orbitals, turns Slater's rise of $1.90$ eV into a drop of $0.34$ eV. The separate exponents are not the cause. B$^+$ has no $2p$ electron, so forcing a common $n=2$ exponent can only raise the energy of the boron atom and enlarge the drop. The reference drop is $1.11$ eV. Unrestricted Hartree--Fock in the cc-pVTZ basis gives $8.04$ eV for both Be and B when the Be atom is kept closed-shell (a spin-broken solution raises the Be value to $8.05$ eV), so at this level Slater's rise is removed but almost no drop remains. With restricted orbitals, where paired electrons share one spatial function, the drop is about $0.1$ eV. Measured from the unrestricted values, correlation adds $1.24$ eV to the ionisation energy of Be and $0.13$ eV to that of B, which accounts for nearly all of the reference drop.

From N to O, the term-dependent part of the repulsion matters. Averaged over all 15 pairs of $p$ spin-orbitals, a pair contributes $c_6F^2/15=-\frac{2}{25}F^2$. Relative to this average, the ground terms with $k=2,3,4$ are lowered by $\frac{3}{25}F^2$, $\frac{9}{25}F^2$ and $\frac{3}{25}F^2$. Ionising nitrogen, $k=3\to2$, loses part of this stabilisation; ionising oxygen, $k=4\to3$, gains some. If the changes of $F^2$ and of the orbitals are ignored, the first energy is raised and the second lowered by $\frac{6}{25}F^2$. When the average replaces the ground-term energy and the exponents are optimised again, the single-zeta values become $10.34$ eV for N and $11.30$ eV for O. The drop is gone, which identifies its cause within this model. Slater's rules contain no dependence on spin or term.

The single-zeta column also shows that good exponents do not guarantee good energy differences. For neon it lies $8.7$ eV below the reference ($8.8$ eV in cc-pVQZ), further off than Slater's value. Its total-energy error relative to the reference is therefore $8.7$ eV larger for the atom than for the ion. This difference combines the restriction to one exponential per orbital with the missing valence correlation; the two contributions are not separated here. Slater's smaller error for neon does not come from a better wavefunction: his energy formula is a separate empirical model.

\section*{Computed values}
\begin{verbatim}
Model potential n=1, Z_eff=5.70: grid energy -442.00 eV, formula -442.05 eV
Model potential n=2, Z_eff=3.25: grid energy -35.93 eV, formula -35.93 eV
Exponents in 1/bohr: Slater 1s, n=2 | optimised 1s, 2s, 2p
  Li 2.70 0.650 | 2.6906 0.6396   none
  Be 3.70 0.975 | 3.6848 0.9560   none
  B  4.70 1.300 | 4.6794 1.2881 1.2107
  C  5.70 1.625 | 5.6727 1.6083 1.5679
  N  6.70 1.950 | 6.6651 1.9237 1.9170
  O  7.70 2.275 | 7.6579 2.2459 2.2266
  F  8.70 2.600 | 8.6501 2.5639 2.5500
  Ne 9.70 2.925 | 9.6421 2.8792 2.8792
Largest Slater deviation, 1s exponent: 0.60 %
Largest Slater deviation, n=2 exponent: 7.38 %
Ionisation energies in eV: Slater | single-zeta | UCCSD reference
  Li 5.75 | 5.33 | 5.34
  Be 7.87 | 8.09 | 9.28
  B  9.78 | 7.75 | 8.17
  C  11.46 | 10.06 | 11.14
  N  12.93 | 12.41 | 14.41
  O  14.17 | 8.38 | 13.28
  F  15.19 | 10.46 | 17.09
  Ne 15.99 | 12.57 | 21.25
RMS Slater minus reference: 2.21 eV
Single-zeta, configuration average: N 10.34 eV, O 11.30 eV
Boron UHF spin-up orbital energies: 2s -14.82 eV, 2p -8.65 eV
Rydberg energy: 13.6057 eV
Carbon Z_eff: 1s 5.70, n=2 3.25; ion n=2 3.60
Carbon Slater total energy: atom -1027.81 eV, ion -1016.35 eV
Carbon one-electron term R*Z_eff^2/4: 35.93 eV
Carbon binding gained by other three: 24.46 eV
Carbon HF energy, Slater exponents: -1023.65 eV
Carbon HF energy, optimised exponents: -1023.76 eV
Largest relative virial error: 1.4e-06
Largest Gaussian-check difference: 2.2e-03 eV
\end{verbatim}
